# Crystal momentum is not the electron's mean momentum

## A state that can be read at sight

Place an electron on a line with a row of equal repulsive spikes, one at each multiple of $a$:

$$V(x)=\Lambda\sum_n\delta(x-na),\qquad \Lambda>0 .$$

This is the Kronig-Penney model in its delta-function form. One of its stationary states can be written down at once:

$$\psi(x)=\sin\frac{\pi x}{a}.$$

It vanishes at every spike, so the spikes do not act on it. Between them it solves the free Schrödinger equation with energy $E=\hbar^2\pi^2/2ma^2$.

Moving by one cell changes its sign: $\psi(x+a)=-\psi(x)$. A Bloch state with wave number $k$ obeys $\psi(x+a)=e^{ika}\psi(x)$, so here $e^{ika}=-1$ and $ka=\pi$. The state sits at the zone boundary, and its crystal momentum is $\hbar k=\pi\hbar/a$.

Its mean momentum is zero. The sine is the sum

$$\sin\frac{\pi x}{a}=\frac{1}{2i}\left(e^{i\pi x/a}-e^{-i\pi x/a}\right),$$

which contains the momenta $+\pi\hbar/a$ and $-\pi\hbar/a$ with equal weight. A measurement of momentum gives one or the other, each with probability one half. Neither outcome is zero, but their average is.

## The belief and its appeal

The belief is that an electron in the Bloch state $\psi_k$ carries, on average, the momentum $\hbar k$. There are good reasons to find it plausible. Without a lattice it is true, since $e^{ikx}$ has momentum $\hbar k$. In a weak lattice it is nearly true for most $k$ in the lowest band. And under an external force $F$ the wave number obeys $\hbar\,dk/dt=F$, which looks like Newton's law for a momentum $\hbar k$.

A first warning comes from the definition of $k$. The Bloch condition fixes only the phase factor $e^{ika}$, so $k$ and $k+2\pi/a$ label the same state. A mean value belongs to the state and cannot depend on which label we pick. Below, $k$ is taken in the first zone, $-\pi/a<k\le\pi/a$, unless it is followed continuously in time.

The correct statement is

$$\langle p\rangle=m v_g=\frac{m}{\hbar}\frac{dE}{dk},$$

where $v_g$ is the group velocity. In the Kronig-Penney band both sides can be computed separately and compared.

## The band

Use the dimensionless quantities

$$\theta=ka,\qquad y=qa,\qquad P=\frac{m\Lambda a}{\hbar^2},\qquad E=\frac{\hbar^2q^2}{2m}.$$

Since $V\ge0$, all energies are non-negative and $q$ is real. Inside the cell $0\le x\le a$ the wave function is a combination of $\sin qx$ and $\cos qx$. When $\sin y\neq0$, its two end values determine it, and the Bloch condition requires $\psi(a)=e^{i\theta}\psi(0)$. Up to a constant factor this gives

$$\psi(x)=e^{i\theta}\sin qx+\sin q(a-x),$$

because then $\psi(0)=\sin y$ and $\psi(a)=e^{i\theta}\sin y$.

Integrating the Schrödinger equation across the spike at $x=0$ gives the jump of the slope:

$$\psi'(0^+)-\psi'(0^-)=\frac{2m\Lambda}{\hbar^2}\psi(0)=\frac{2P}{a}\sin y .$$

The slope in the cell is $\psi'(x)=q[e^{i\theta}\cos qx-\cos q(a-x)]$. Therefore

$$\psi'(0^+)=q(e^{i\theta}-\cos y).$$

The slope just left of the spike follows from the one at the right end of the cell by the Bloch condition:

$$\psi'(0^-)=e^{-i\theta}\psi'(a^-)=e^{-i\theta}q(e^{i\theta}\cos y-1)=q(\cos y-e^{-i\theta}).$$

The difference is $2q(\cos\theta-\cos y)$. Setting it equal to $(2P/a)\sin y$ and dividing by $2q=2y/a$ yields the dispersion relation

$$\cos\theta=F(y),\qquad F(y)=\cos y+P\,\frac{\sin y}{y}.$$

## The mean momentum from its definition

Over one cell,

$$\langle p\rangle=\frac{\int_0^a\psi^*(-i\hbar)\psi'\,dx}{\int_0^a|\psi|^2dx}.$$

One cell suffices because all cells contribute equally. The real part of $\psi^*\psi'$ is half the derivative of $|\psi|^2$. It integrates to zero, since $|\psi|^2$ has the same value at both ends. What remains is $\hbar$ times the integral of the imaginary part.

**Numerator.** Multiply out:

$$\frac{\psi^*\psi'}{q}=\left[e^{-i\theta}\sin qx+\sin q(a-x)\right]\left[e^{i\theta}\cos qx-\cos q(a-x)\right].$$

Two of the four products are real. The other two give the imaginary part

$$\sin\theta\left[\sin qx\cos q(a-x)+\cos qx\sin q(a-x)\right]=\sin\theta\sin y,$$

by the addition theorem for the sine. It does not depend on $x$, as expected: it is proportional to the probability current, which is uniform in a one-dimensional stationary state. The numerator is therefore $\hbar a q\sin\theta\sin y=\hbar y\sin\theta\sin y$.

**Denominator.** The density is

$$|\psi|^2=\sin^2qx+\sin^2q(a-x)+2\cos\theta\,\sin qx\sin q(a-x).$$

The first two terms have equal integrals, each $\frac a2\left(1-\frac{\sin y\cos y}{y}\right)$. For the third, write the product of sines as a difference of cosines:

$$\int_0^a\sin qx\sin q(a-x)\,dx=\frac12\int_0^a[\cos(2qx-y)-\cos y]\,dx=\frac a2\left(\frac{\sin y}{y}-\cos y\right).$$

Hence

$$\int_0^a|\psi|^2dx=a\left[1-\frac{\sin y\cos y}{y}+\cos\theta\left(\frac{\sin y}{y}-\cos y\right)\right].$$

Now replace $\cos\theta$ by $F(y)$. The part $\cos y$ of $F$ contributes $\frac{\sin y\cos y}{y}-\cos^2y$. Its first term cancels the one already present, and $1-\cos^2y=\sin^2y$. The result is

$$\int_0^a|\psi|^2dx=a\sin y\left[\sin y+P\left(\frac{\sin y}{y^2}-\frac{\cos y}{y}\right)\right]=-a\sin y\,F'(y),$$

because $F'(y)=-\sin y+P\left(\frac{\cos y}{y}-\frac{\sin y}{y^2}\right)$.

Dividing numerator by denominator, $\sin y$ drops out:

$$\boxed{\langle p\rangle=-\frac{\hbar}{a}\,\frac{y\sin\theta}{F'(y)}}$$

**Comparison with the group velocity.** With $E=\hbar^2y^2/2ma^2$ and $d/dk=a\,d/d\theta$,

$$m v_g=\frac m\hbar\frac{dE}{dk}=\frac{\hbar}{a}\,y\frac{dy}{d\theta}.$$

Differentiating $\cos\theta=F(y)$ gives $-\sin\theta=F'(y)\,dy/d\theta$. Inserting $dy/d\theta=-\sin\theta/F'(y)$ reproduces the boxed expression. So $\langle p\rangle=mv_g$, and nothing in the calculation made it equal to $\hbar k$.

## The zone boundary

At $\theta=\pi$ the factor $\sin\theta$ vanishes. The mean momentum vanishes with it, provided $F'(y)\neq0$. For $P>0$ this holds in every band. If $\sin y\neq0$, the norm $-a\sin y\,F'(y)$ is positive, so $F'$ cannot be zero. If $\sin y=0$, then $F'(y)=P\cos y/y$, which is also nonzero.

The top of the first band is of the second kind: $y=\pi$ and $F'(\pi)=-P/\pi$. The wave function used above becomes identically zero there, but the state itself is the sine of the opening section. Its mean momentum is zero by inspection, in agreement with the limit of the formula.

Without the lattice, $P=0$, the conclusion fails. The waves $e^{i\pi x/a}$ and $e^{-i\pi x/a}$ then have the same energy and the same phase per cell. Either one, or any combination, is an allowed state, and the mean momentum can lie anywhere from $-\pi\hbar/a$ to $\pi\hbar/a$. The folded free-electron energy has a corner at this point, so $dE/dk$ has no single value. An open gap removes this freedom.

## Why the result is not special to spikes

Write $\psi_k=e^{ikx}u_k$ with $u_k$ periodic and normalized in a cell. Since $p\,e^{ikx}u=e^{ikx}(p+\hbar k)u$, the periodic part satisfies $H(k)u_k=E(k)u_k$ with

$$H(k)=\frac{(p+\hbar k)^2}{2m}+V(x).$$

Differentiate $E=\langle u_k|H(k)|u_k\rangle$. The terms containing derivatives of $u_k$ add up to $E\,\frac{d}{dk}\langle u_k|u_k\rangle=0$. This leaves

$$\frac{dE}{dk}=\left\langle u_k\left|\frac{\partial H}{\partial k}\right|u_k\right\rangle=\frac\hbar m\langle u_k|p+\hbar k|u_k\rangle=\frac\hbar m\langle\psi_k|p|\psi_k\rangle .$$

The argument needs a non-degenerate band, so that $u_k$ can be differentiated, and a local potential without magnetic field, so that $k$ enters only through the kinetic energy. It also shows what the belief leaves out: $\langle p\rangle=\hbar k+\langle u_k|p|u_k\rangle$, and the periodic part has a mean momentum of its own.

In one dimension the vanishing at the boundary is general under the same conditions. The potential is real, so $\psi_k^*$ is a state of the same energy with wave number $-k$. Thus $E(k)$ is even and $dE/dk$ is odd. Since $dE/dk$ also has period $2\pi/a$, its values at $\pi/a$ and $-\pi/a$ are both equal and opposite, hence zero. In two or three dimensions the same argument gives zero only at points where $\mathbf k$ and $-\mathbf k$ differ by a reciprocal lattice vector. Elsewhere on a zone face the component along the face is in general nonzero, and the component normal to it need not vanish unless a further symmetry, such as a mirror plane parallel to the face, enforces it.

## Numbers for one band

Take the round model parameters $a=0.50$ nm and $P=3$, which stand for no particular material. The momentum unit is $\hbar/a=2.109\times10^{-25}$ kg m/s, and the energy unit $\hbar^2/ma^2$ is $0.3048$ eV. For the first band:

| $ka/\pi$ | $E$ (eV) | $\hbar k$ ($\hbar/a$) | $\langle p\rangle$ ($\hbar/a$) |
|---|---|---|---|
| 0 | 0.595 | 0 | 0 |
| 0.25 | 0.678 | 0.785 | 0.689 |
| 0.50 | 0.919 | 1.571 | 1.297 |
| 0.75 | 1.271 | 2.356 | 1.516 |
| 0.90 | 1.457 | 2.827 | 0.925 |
| 1.00 | 1.504 | 3.142 | 0 |

The middle of the zone shows the arithmetic. At $\theta=\pi/2$ the dispersion relation gives $y=2.4556$, and there $F'(y)=-1.8939$. With $\sin\theta=1$,

$$\langle p\rangle=\frac{2.4556}{1.8939}\,\frac\hbar a=1.297\,\frac\hbar a=2.735\times10^{-25}\ \text{kg m/s}.$$

Division by $m$ gives a velocity of 300 km/s. The mean momentum is 0.83 of $\hbar k$.

At the boundary the disagreement is complete. There $\hbar k=6.63\times10^{-25}$ kg m/s, which would correspond to 727 km/s, while the mean velocity is zero. The largest mean velocity in the band is 358 km/s, at $ka=0.70\pi$. Beyond that point a larger $k$ means a smaller mean momentum.

In the second band even the sign can be wrong. At $ka=\pi/2$ one finds $\langle p\rangle=-4.19\,\hbar/a$, although $\hbar k=+1.57\,\hbar/a$. The sign comes from the choice of label: the equivalent label $k-2\pi/a$ corresponds to $-4.71\,\hbar/a$, which is the momentum a free electron would have in this band. The lattice accounts for the remaining difference between $-4.19$ and $-4.71$.

## Where the missing momentum is

A Bloch state is a sum of plane waves whose wave numbers differ by multiples of $2\pi/a$:

$$\psi_k(x)=\sum_n c_n e^{i(k+2\pi n/a)x}.$$

Insert this into the Schrödinger equation, multiply by $e^{-i(k+2\pi n/a)x}$ and average over a cell. The spike contributes $\Lambda\psi(0)/a$ for every $n$. Multiplication by $2ma^2/\hbar^2$ then gives

$$\left[(\theta+2\pi n)^2-y^2\right]c_n=-2P\,\psi(0).$$

When $\psi(0)\neq0$, the probability $w_n$ of finding the momentum $\hbar(k+2\pi n/a)$ is therefore proportional to $1/[(\theta+2\pi n)^2-y^2]^2$. The mean is

$$\langle p\rangle=\hbar k+\frac{2\pi\hbar}{a}\sum_n n\,w_n .$$

At $ka=\pi/2$ in the first band, the momentum $1.571\,\hbar/a$ has probability 0.949. The next most probable value is $-4.712\,\hbar/a$, with probability 0.046. This small admixture matters because its momentum is large and negative. The whole sum over $n$ contributes $-0.274\,\hbar/a$, and $1.571-0.274=1.297$, the value found before.

So $\hbar k$ is here the most probable momentum, but not the mean. Towards the boundary the component $n=-1$ grows until it balances the component $n=0$.

## Why a weak lattice hides the difference

In the first band, keep $\theta$ fixed between 0 and $\pi$ and let $P\to0$. Then $y\to\theta$ and $F'(y)\to-\sin\theta$, so the boxed formula gives $\langle p\rangle\to\hbar\theta/a=\hbar k$. At $\theta=\pi$, by contrast, the mean is zero for every $P>0$, however small.

The transition takes place in a narrow strip. Near the top of the first band, $\sin\theta\approx\pi-\theta$ and $F'\approx-P/\pi$, so

$$\langle p\rangle\approx\frac\hbar a\,\frac{\pi^2}{P}(\pi-\theta).$$

For small $P$ this straight line reaches the free value $\pi\hbar/a$ at $\pi-\theta=P/\pi$, which estimates the width of the strip. For $P=0.1$ it is about 0.03, or one hundredth of $\pi$. The computed values agree with this picture: at $ka=0.90\pi$ the mean is $2.81\,\hbar/a$ against $\hbar k=2.83\,\hbar/a$; at $0.99\pi$ it has fallen to $2.19\,\hbar/a$ against $3.11\,\hbar/a$; at $\pi$ it is zero.

Near $k=0$ the two quantities are proportional. Define the effective mass by $1/m^*=\hbar^{-2}d^2E/dk^2$. Differentiating $\langle p\rangle=(m/\hbar)\,dE/dk$ gives

$$\frac{d\langle p\rangle}{dk}=\hbar\,\frac{m}{m^*},$$

so $\langle p\rangle\approx(m/m^*)\hbar k$ at the bottom of the first band. For $P=3$ the ratio $m/m^*$ is 0.889 there. At the top it is $-\pi^2/P=-3.29$.

## What the force law says

The law $\hbar\,dk/dt=F$ is correct, but it concerns the phase per cell. Let $T$ be the translation $T\psi(x)=\psi(x+a)$. On a Bloch state it gives the factor $e^{ika}$. Add the potential $-Fx$ of a constant force on an unbounded chain. The kinetic energy and the lattice potential commute with $T$, while

$$[T,-Fx]\psi(x)=-F(x+a)\psi(x+a)+Fx\,\psi(x+a)=-Fa\,T\psi(x).$$

From $i\hbar\,d\langle T\rangle/dt=\langle[T,H]\rangle=-Fa\langle T\rangle$ follows

$$\langle T\rangle(t)=\langle T\rangle(0)\,e^{iFat/\hbar}.$$

The phase $ka$ grows at the rate $Fa/\hbar$, which is the force law. The lattice force does not appear because the lattice is unchanged by $T$.

The mean momentum does feel the lattice:

$$\frac{d\langle p\rangle}{dt}=F+\left\langle-\frac{dV}{dx}\right\rangle .$$

For a packet narrow in $k$, and a force weak enough that transitions to other bands are negligible, $\langle p\rangle$ follows $mv_g(k(t))$. Its rate of change, averaged over the fast oscillations that a sudden switch-on of the force sets off, is then $(m/m^*)F$. Close to the top of our band this is $-3.29F$: the electron loses mean momentum while it is pushed forward.

A direct solution of the time-dependent Schrödinger equation checks this. A packet with position spread $8a$ starts at $k=0$ on a chain of 100 cells, under a force with $Fa=0.0305$ eV. After 67.8 fs the external force has supplied $\pi\hbar/a$. The measured phase per cell is $\pi$, as the force law requires. The mean momentum is zero to the three decimals printed, so the lattice has supplied $-3.142\,\hbar/a$.

The packet has then moved 29.6 cells on the grid of 20 points per cell; on finer grids this value rises by about 0.1, to 29.7. Energy conservation predicts nearly the same: the gain in band energy must equal the work done by the force, so the shift is $(1.504-0.595)/0.0305\approx29.8$ cells.

The force keeps pushing in the same direction. For an electron it corresponds to a field of 0.61 MV/cm, and the model contains no scattering by phonons or defects, so it does not tell whether an electron in a real crystal travels undisturbed for the 70 fs needed to turn round. At $Ft=1.2\,\pi\hbar/a$ the mean momentum is $-1.405\,\hbar/a$, against $-1.419\,\hbar/a$ from the band formula, and the packet has come back to 24.4 cells from its start. The simulation differs from the band formula both in the finite spread in $k$ of the packet and in its finite grid of 20 points per cell. Each accounts for roughly half of the small difference: refining the grid moves the mean momentum by about $0.008\,\hbar/a$, to about $-1.412\,\hbar/a$, and the spread in $k$ accounts for the rest.

Thus the change in $\hbar k$ records the momentum delivered by the external force, up to multiples of $2\pi\hbar/a$. The change in the mean momentum also includes what the lattice has given or taken. The mean momentum itself is read from the slope of the band. The numerical check printed below tests the stationary formulas and the motion of the packet.

## Table of computed values

```
lattice constant a = 0.50 nm, strength P = 3.0
momentum unit hbar/a = 2.1091e-25 kg m/s
energy unit hbar^2/(m a^2) = 0.3048 eV
velocity unit hbar/(m a) = 231.54 km/s
First band: ka/pi, y=qa, E (eV), hbar k (hbar/a), <p> (hbar/a)
  0.00  1.9765  0.5953  0.0000  0.0000
  0.25  2.1098  0.6784  0.7854  0.6886
  0.50  2.4556  0.9190  1.5708  1.2966
  0.75  2.8878  1.2709  2.3562  1.5159
  0.90  3.0924  1.4574  2.8274  0.9245
  1.00  3.1416  1.5041  3.1416  0.0000
ka=pi/2: dF/dy = -1.8939
ka=pi/2: <p> = 2.735e-25 kg m/s, velocity = 300.2 km/s
ka=pi/2: <p>/(hbar k) = 0.8255
Weights at ka=pi/2, first band: n, momentum (hbar/a), probability
  -2  -10.9956  0.00091
  -1  -4.7124  0.04601
  +0  +1.5708  0.94854
  +1  +7.8540  0.00389
sum of w_n*2*pi*n at ka=pi/2 = -0.2742 hbar/a
Zone boundary, finite elements: probability of +pi hbar/a = 0.5000, of -pi hbar/a = 0.5000
hbar k at the boundary = 6.626e-25 kg m/s; hbar k/m = 727.4 km/s
Second band, ka=pi/2: y = 5.2329, <p> = -4.1940 hbar/a
m/m* at bottom = 0.8889, at top = -3.2899
largest <p> in first band = 1.5443 hbar/a at ka/pi = 0.699, velocity 357.6 km/s
Weak lattice P = 0.1: ka/pi, hbar k, <p> (hbar/a)
  0.50  1.5708  1.5702
  0.90  2.8274  2.8117
  0.99  3.1102  2.1866
  1.00  3.1416  0.0000
largest |<p> finite elements - formula| = 1.9e-09 hbar/a
Packet: 100 cells, width sigma = 8 a, force*a = 0.0305 eV, start k = 0
time to reach the boundary = 67.8 fs
Columns: Ft a/(pi hbar), measured phase/pi, <p> packet, <p> formula,
  momentum from lattice (hbar/a), shift (a), predicted shift (a)
  0.50  0.5000  +1.293  +1.297  -0.278  10.60  10.62
  0.80  0.8000  +1.405  +1.419  -1.109  24.38  24.48
  1.00  1.0000  -0.000  +0.000  -3.142  29.64  29.82
  1.20  1.2000  -1.405  -1.419  -5.175  24.38  24.48
```
